# Choosing tail moments and cutoffs in Matsubara Fourier transforms: test program

```python
"""Matsubara <-> imaginary-time transform with analytic tail subtraction.

Result under test: with K tail terms c_k/(i w)^k removed and restored exactly,
  frequency -> time, N positive frequencies: largest error ~ N^-K,
      error at fixed interior tau ~ N^-(K+1);
  time -> frequency, trapezoid rule with L intervals: largest error in the
      band |w_n| < pi L/beta ~ L^-(K+1);
provided c_(K+1) is not zero.
Symbols: beta inverse temperature, w_n = (2n+1) pi/beta, G Green's function of
the impurity orbital, c_k its tail coefficients, Omega = 2 pi N/beta the cutoff,
Lambda = 2 pi L/beta the sampling frequency. Energies in units of the
hybridization V = 1, times in units of 1/V.
"""
import numpy as np
from numpy.polynomial import Chebyshev
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import zeta

pi = np.pi


def annihilators(modes=4):
    """Jordan-Wigner matrices: d-up, d-down, bath-up, bath-down."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign, one = np.diag([1.0, -1.0]), np.eye(2)
    ops = []
    for j in range(modes):
        m = np.eye(1)
        for i in range(modes):
            m = np.kron(m, sign if i < j else lower if i == j else one)
        ops.append(m)
    return ops


class Impurity:
    """Two-site Anderson model solved by full diagonalization."""

    def __init__(self, U, ed, eb, V, beta):
        self.beta = beta
        du, dd, bu, bd = annihilators()
        nu, nd = du.T @ du, dd.T @ dd
        H = ed * (nu + nd) + U * nu @ nd + eb * (bu.T @ bu + bd.T @ bd)
        H = H + V * (du.T @ bu + bu.T @ du + dd.T @ bd + bd.T @ dd)
        E, vec = np.linalg.eigh(H)
        p = np.exp(-beta * (E - E[0]))
        p /= p.sum()
        rho = (vec * p) @ vec.T
        amp = vec.T @ du @ vec
        weight = amp**2 * (p[:, None] + p[None, :])
        energy = E[None, :] - E[:, None]
        keep = weight > 1e-28
        self.A, self.eps = weight[keep], energy[keep]
        self.H, self.c_op = H, du
        self.n_down = np.trace(rho @ nd)
        self.n_up = np.trace(rho @ nu)
        self.c = [0.0]                       # c[k] multiplies 1/(i w)^k
        X = du.copy()
        for _ in range(6):
            self.c.append(np.trace(rho @ (X @ du.T + du.T @ X)))
            X = X @ H - H @ X

    def g_iw(self, w):
        w = np.asarray(w, float)
        return (self.A / (1j * w[..., None] - self.eps)).sum(-1)

    def g_tau(self, tau):
        tau = np.asarray(tau, float)
        expo = -tau[..., None] * self.eps - np.logaddexp(0, -self.beta * self.eps)
        return -(self.A * np.exp(expo)).sum(-1)


def tail_tau(k, tau, beta):
    """Imaginary-time transform of 1/(i w)^k for k = 1..4."""
    x = np.asarray(tau, float) / beta
    return [-0.5 + 0 * x, beta * (x - 0.5) / 2, -beta**2 * (x**2 - x) / 4,
            beta**3 * (x**3 - 1.5 * x**2 + 0.25) / 12][k - 1]


def tail_sum_tau(g, K, tau):
    total = np.zeros_like(np.asarray(tau, float))
    for k in range(1, K + 1):
        total = total + g.c[k] * tail_tau(k, tau, g.beta)
    return total


def tail_sum_iw(g, K, w):
    total = np.zeros(np.shape(w), complex)
    for k in range(1, K + 1):
        total = total + g.c[k] / (1j * w)**k
    return total


def to_tau(g, K, N, tau):
    w = (2 * np.arange(N) + 1) * pi / g.beta
    rest = g.g_iw(w) - tail_sum_iw(g, K, w)
    phase = np.exp(-1j * np.outer(tau, w))
    return 2 / g.beta * (phase @ rest).real + tail_sum_tau(g, K, tau)


def to_iw(g, K, L, w):
    tau = np.linspace(0, g.beta, L + 1)
    rest = g.g_tau(tau) - tail_sum_tau(g, K, tau)
    step = np.full(L + 1, g.beta / L)
    step[[0, -1]] /= 2
    return np.exp(1j * np.outer(w, tau)) @ (step * rest) + tail_sum_iw(g, K, w)


def tau_error(g, K, N, tau):
    tau = np.atleast_1d(np.asarray(tau, float))
    return g.g_tau(tau) - to_tau(g, K, N, tau)


def largest_tau_error(g, K, N):
    near = np.linspace(0, 6 * pi, 241) * g.beta / (2 * pi * N)
    grid = np.concatenate([near, g.beta - near, np.linspace(0, g.beta, 101)])
    return np.abs(tau_error(g, K, N, np.clip(grid, 0, g.beta))).max()


def order(e1, e2, n1, n2):
    return np.log(abs(e1) / abs(e2)) / np.log(n2 / n1)


U, ed, eb, V, beta = 2.0, 0.5, -0.5, 1.0, 5.0
g = Impurity(U, ed, eb, V, beta)
Ks = range(5)

# Green's function from the trace definition, and its transform by quadrature
Z = np.trace(expm(-beta * g.H))
for t in (0.0, 1.3, 4.2):
    direct = -np.trace(expm(-(beta - t) * g.H) @ g.c_op
                       @ expm(-t * g.H) @ g.c_op.T) / Z
    assert abs(direct - g.g_tau(t)) < 1e-11
node, wt = np.polynomial.legendre.leggauss(80)
tq, wq = beta * (node + 1) / 2, beta * wt / 2
for n in (0, 3, -5):
    w = (2 * n + 1) * pi / beta
    kernel = wq * np.exp(1j * w * tq)
    assert abs(kernel @ g.g_tau(tq) - g.g_iw(w)) < 1e-11
    for k in range(1, 5):
        assert abs(kernel @ tail_tau(k, tq, beta) - 1 / (1j * w)**k) < 1e-10

# tail coefficients: commutators, spectral moments, boundary derivatives
smooth = Chebyshev.interpolate(g.g_tau, 30, domain=[0, beta])
for k in range(1, 7):
    assert abs(g.c[k] - (g.A * g.eps**(k - 1)).sum()) < 1e-10
for k in range(1, 5):
    d = smooth.deriv(k - 1) if k > 1 else smooth
    assert abs(g.c[k] - (-1)**k * (d(0.0) + d(beta))) < 1e-6
nd = g.n_down
assert abs(g.c[2] - (ed + U * nd)) < 1e-11
assert abs(g.c[3] - (ed**2 + 2 * ed * U * nd + U**2 * nd + V**2)) < 1e-11
assert min(abs(x) for x in g.c[1:]) > 0.1     # no accidental zero

# rigorous bound on the frequency -> time error
for N in (1, 2, 8, 32, 257):
    for K in range(1, 5):
        aK = (g.A * np.abs(g.eps)**K).sum()
        bound = aK / (pi * K * (2 * pi * N / beta)**K)
        assert largest_tau_error(g, K, N) <= bound + 1e-12

# frequency -> time: measured orders and sharp constants
N1, N2, t_in = 129, 257, 3 * beta / 8       # equal phase of the oscillation
Omega = 2 * pi * N2 / beta
ord_in, ord_max, ord_end, layer = [], [], [], []
for K in Ks:
    e1, e2 = (tau_error(g, K, N, t_in)[0] for N in (N1, N2))
    ord_in.append(order(e1, e2, N1, N2))
    assert abs(ord_in[K] - (K + 1)) < 0.1
    law = -g.c[K + 1] * np.cos(Omega * t_in + K * pi / 2)
    law /= beta * Omega**(K + 1) * np.sin(pi * t_in / beta)
    assert abs(e2 / law - 1) < 0.06
    m1, m2 = (largest_tau_error(g, K, N) for N in (N1, N2))
    ord_max.append(order(m1, m2, N1, N2))
    assert abs(ord_max[K] - K) < 0.1
    if K == 0:
        layer.append(0.5)
    elif K % 2:
        layer.append(quad(lambda u: u**(-K - 1), 1, np.inf)[0] / pi)
    else:
        layer.append(max(abs(quad(lambda u: u**(-K - 1), 1, np.inf,
                                  weight='sin', wvar=x)[0])
                         for x in np.arange(0.3, 3.0, 0.03)) / pi)
    assert abs(m2 / (abs(g.c[K + 1]) * layer[K] / Omega**K) - 1) < 0.06
    b1, b2 = (tau_error(g, K, N, 0.0)[0] for N in (N1, N2))
    ord_end.append(order(b1, b2, N1, N2))
    assert abs(ord_end[K] - (0, 1, 3, 3, 5)[K]) < 0.1
midpoint = -tau_error(g, 0, N2, 0.0)[0]
assert abs(midpoint - 0.5 - g.c[2] / (pi * Omega)) < 1e-6

# time -> frequency: aliasing identity, orders and band-edge constant
L, K = 16, 2
w = np.array([pi / beta, 9 * pi / beta])
images = np.arange(-2000, 2001)
images = images[images != 0]
shifted = w[:, None] + 2 * pi * L / beta * images
alias = (g.g_iw(shifted) - tail_sum_iw(g, K, shifted)).sum(1)
found = to_iw(g, K, L, w) - g.g_iw(w)
assert np.abs(found).min() > 1e-7
assert np.abs(found - alias).max() < 1e-10


def iw_errors(K, L):
    w = (2 * np.arange(L // 2) + 1) * pi / beta
    return np.abs(to_iw(g, K, L, w) - g.g_iw(w)), w


ord_low, ord_band, low128, band128 = [], [], [], []
for K in Ks:
    (ea, _), (eb_, _), (ec, wc) = (iw_errors(K, n) for n in (64, 128, 256))
    ord_low.append(order(ea[0], eb_[0], 64, 128))
    ord_band.append(order(eb_.max(), ec.max(), 128, 256))
    low128.append(eb_[0])
    band128.append(eb_.max())
    assert abs(ord_low[K] - (2, 2, 4, 4, 6)[K]) < 0.15
    assert abs(ord_band[K] - (K + 1)) < 0.1
    assert ec.argmax() == len(ec) - 1
    Lam, k = 2 * pi * 256 / beta, K + 1
    x = wc[-1] / Lam
    if k == 1:
        S = pi / np.tan(pi * x) - 1 / x
    else:
        S = zeta(k, 1 + x) + (-1)**k * zeta(k, 1 - x)
    assert abs(ec[-1] * Lam**k / abs(g.c[k] * S) - 1) < 0.05

# particle-hole symmetry: c_2 vanishes and one order comes free
sym = Impurity(U, -U / 2, 0.0, V, beta)
assert abs(sym.c[2]) < 1e-12
sym_order = order(largest_tau_error(sym, 1, N1),
                  largest_tau_error(sym, 1, N2), N1, N2)
assert abs(sym_order - 2) < 0.1

# low temperature: cutoff inside the spectrum spoils the subtraction
cold = Impurity(U, ed, eb, V, 40.0)
cold_err = {(N, K): largest_tau_error(cold, K, N) for N in (2, 400) for K in (1, 4)}
assert cold_err[2, 4] > cold_err[2, 1]
assert cold_err[400, 4] < cold_err[400, 1]

print("energies in units of V, times in units of 1/V, G(i w) in 1/V")
print(f"U = {U}, e_d = {ed}, e_b = {eb}, V = {V}, beta = {beta}")
print(f"exact occupation per spin n = {g.n_up:.10f}")
for k in range(1, 6):
    print(f"tail coefficient c_{k} = {g.c[k]:.8f} V^{k - 1}")
print(f"N = 32: cutoff Omega = {2 * pi * 32 / beta:.4f} V")
print("K, n from 1+G(0+), error in n (approx-exact), largest |error| in G(tau)")
for K in Ks:
    n_est = 1 + to_tau(g, K, 32, np.array([0.0]))[0]
    print(f"{K}  {n_est:.10f}  {n_est - g.n_up:+.3e}  "
          f"{largest_tau_error(g, K, 32):.3e}")
print(f"orders in N from N = {N1}, {N2}; interior tau = {t_in} /V")
print("K, interior, largest, at tau=0+, edge-layer constant (no unit)")
for K in Ks:
    print(f"{K}  {ord_in[K]:.3f}  {ord_max[K]:.3f}  {ord_end[K]:.3f}  {layer[K]:.5f}")
print("time -> frequency, |errors| at L = 128 in 1/V; orders in L")
print("(order at w_0 from L = 64, 128; order of band maximum from 128, 256)")
print("K, error at w_0, largest in band, order at w_0, order of largest")
for K in Ks:
    print(f"{K}  {low128[K]:.3e}  {band128[K]:.3e}  "
          f"{ord_low[K]:.3f}  {ord_band[K]:.3f}")
print(f"particle-hole symmetric case (e_d = -U/2, e_b = 0), K = 1: "
      f"order {sym_order:.3f}")
print(f"beta = 40 /V, spectrum (weight > 1e-3) from "
      f"{cold.eps[cold.A > 1e-3].min():.3f} to {cold.eps[cold.A > 1e-3].max():.3f} V")
for N in (2, 400):
    print(f"N = {N}, Omega = {2 * pi * N / 40:.4f} V: largest |error| "
          f"K=1 {cold_err[N, 1]:.3e}, K=4 {cold_err[N, 4]:.3e}")
print("all assertions hold")
```

Printed output:

```
energies in units of V, times in units of 1/V, G(i w) in 1/V
U = 2.0, e_d = 0.5, e_b = -0.5, V = 1.0, beta = 5.0
exact occupation per spin n = 0.2203030516
tail coefficient c_1 = 1.00000000 V^0
tail coefficient c_2 = 0.94060610 V^1
tail coefficient c_3 = 2.57181831 V^2
tail coefficient c_4 = 5.95942973 V^3
tail coefficient c_5 = 26.42069944 V^4
N = 32: cutoff Omega = 40.2124 V
K, n from 1+G(0+), error in n (approx-exact), largest |error| in G(tau)
0  0.7277383668  +5.074e-01  5.074e-01
1  0.2277383668  +7.435e-03  7.435e-03
2  0.2202934003  -9.651e-06  1.967e-04
3  0.2202934003  -9.651e-06  9.651e-06
4  0.2203031198  +6.812e-08  7.379e-07
orders in N from N = 129, 257; interior tau = 1.875 /V
K, interior, largest, at tau=0+, edge-layer constant (no unit)
0  1.003  0.003  0.003  0.50000
1  1.990  1.000  1.000  0.31831
2  3.006  2.003  2.999  0.12220
3  3.984  2.999  2.999  0.10610
4  5.009  4.003  5.006  0.07249
time -> frequency, |errors| at L = 128 in 1/V; orders in L
(order at w_0 from L = 64, 128; order of band maximum from 128, 256)
K, error at w_0, largest in band, order at w_0, order of largest
0  1.438e-04  1.229e-02  1.999  0.991
1  1.196e-04  2.111e-04  1.999  1.992
2  2.483e-08  4.821e-06  3.998  2.981
3  1.926e-08  1.421e-07  3.998  3.977
4  1.654e-11  7.537e-09  5.996  4.970
particle-hole symmetric case (e_d = -U/2, e_b = 0), K = 1: order 2.000
beta = 40 /V, spectrum (weight > 1e-3) from -3.259 to 4.944 V
N = 2, Omega = 0.3142 V: largest |error| K=1 2.928e-01, K=4 1.796e+01
N = 400, Omega = 62.8319 V: largest |error| K=1 4.764e-03, K=4 1.242e-07
all assertions hold
```
